# Multipole focusing of polar molecules and the inversion-splitting aberration of ND3

A beam of ND3 molecules leaves a small aperture and spreads. The molecules are neutral, so a uniform electric field does not deflect them. In a non-uniform field, however, the Stark energy depends on position and its gradient is a force. If this force points towards the beam axis and is proportional to the distance from it, molecules in one state and with one longitudinal kinetic energy that left a point on the axis with different slopes return to the axis at the same place. Which electrodes produce such a force depends on how the molecular energy varies with the field. For ND3 this variation is neither purely linear nor purely quadratic, because the molecule inverts like an umbrella, and the focus is blurred as a result.

Atomic units are used in the algebra. With energies in eV, lengths in angstrom and the elementary charge as unit of charge, potentials are in volts and the static formulas keep their form.

## The field and the two harmonic lenses

Let the beam run along $z$, and let $r,\varphi$ be polar coordinates in the transverse plane. An ideal guide with $2n$ electrodes at alternating potentials $\pm V$ has the potential

$$\Phi=V\left(\frac{r}{r_0}\right)^n\cos n\varphi=\mathrm{Re}\,f,\qquad f=V\frac{(x+iy)^n}{r_0^n}.\tag{1}$$

Being the real part of an analytic function, $\Phi$ satisfies Laplace's equation. The electrode surfaces are the curves $r^n\cos n\varphi=\pm r_0^n$, whose closest distance to the axis is $r_0$. A quadrupole has $n=2$ and a hexapole $n=3$. Fringe fields at the ends are left out.

For an analytic function $f'=\partial_x\Phi-i\,\partial_y\Phi$. The field is minus the gradient of $\Phi$, hence

$$F_x-iF_y=-\frac{nV}{r_0^n}(x+iy)^{n-1},\qquad F=|\mathbf F|=\frac{nV\,r^{n-1}}{r_0^n}.\tag{2}$$

Suppose the molecule stays in a state whose energy depends on the field strength as $W=CF^p$ with $C>0$. Such a state is called low-field seeking, since the force $-\nabla W$ points to weaker field, here towards the axis. Equation (2) gives

$$W\propto r^{p(n-1)}.\tag{3}$$

The force is proportional to $r$ when $p(n-1)=2$. A linear Stark state, $p=1$, therefore requires $n=3$, and a quadratic one, $p=2$, requires $n=2$.

Write the linear energy as $W=\mu_{\rm eff}F$ and the quadratic one as $W=\tfrac12aF^2$, with $\mu_{\rm eff},a>0$. Inserting $F=3Vr^2/r_0^3$ and $F=2Vr/r_0^2$ respectively, and comparing with $W=\tfrac12kr^2$, we find

$$k_{\rm hex}=\frac{6\mu_{\rm eff}V}{r_0^3},\qquad k_{\rm quad}=\frac{4aV^2}{r_0^4}.\tag{4}$$

The hexapole force is linear in the voltage and the quadrupole force is quadratic, because the induced moment, which has size $aF$ and points against the field in this state, itself grows with the voltage.

## The focusing voltage

Inside the guide $W$ does not depend on $z$, so the longitudinal speed $v$ is constant and $z=vt$. Let $m$ be the mass, $E=\tfrac12mv^2$ the longitudinal kinetic energy, and let a prime denote $d/dz$. Then $m\ddot r=mv^2r''=2Er''$, and Newton's law reads

$$2E\,r''=-\frac{dW}{dr}.\tag{5}$$

The mass has disappeared: at given $E$ a heavier molecule is slower and has more time to be deflected.

Place a point source on the axis at the entrance, $r(0)=0$, $r'(0)=s$. The force is radial, so each ray stays in a plane containing the axis; there $r$ may be given a sign. For $W=\tfrac12kr^2$ the solution of (5) is

$$r(z)=\frac{s}{\kappa}\sin\kappa z,\qquad \kappa^2=\frac{k}{2E}.\tag{6}$$

The ray returns to the axis at $\kappa z=\pi$, whatever its slope. This first return falls at the exit of a guide of length $L$ when $\kappa L=\pi$, or $k=2\pi^2E/L^2$. Higher multiples of $\pi$ also give an image there, at higher voltage and with intermediate crossings; they are not considered further. With (4) this becomes

$$V_{\rm hex}=\frac{\pi^2Er_0^3}{3\mu_{\rm eff}L^2},\qquad V_{\rm quad}=\frac{\pi r_0^2}{L}\sqrt{\frac{E}{2a}}.\tag{7}$$

The lowest voltage that makes the rays parallel at the exit has $\kappa L=\pi/2$ instead, which divides $V_{\rm hex}$ by four and $V_{\rm quad}$ by two.

## The Stark energy of an inverting symmetric top

A rigid symmetric top has quantum numbers $J$, $K$ (projection of $\mathbf J$ on the molecular axis $\mathbf n$) and $M$ (projection on the field). Among states of one $J$ and one $K$, the matrix elements of any vector are proportional to those of $\mathbf J$, so $\mathbf n\to g\mathbf J$. Taking the scalar product with $\mathbf J$ gives $K=gJ(J+1)$. With $\cos\theta=n_z$,

$$\langle\cos\theta\rangle=\frac{KM}{J(J+1)}.\tag{8}$$

For $J=K=M=1$ the wavefunction is proportional to $1+x$ with $x=\cos\theta$, and directly

$$\langle x\rangle=\frac{\int_{-1}^1x(1+x)^2dx}{\int_{-1}^1(1+x)^2dx}=\frac{4/3}{8/3}=\frac12,\tag{9}$$

in agreement with (8).

ND3 tunnels between its two umbrella shapes. The even and odd inversion states have energies $-\delta$ and $+\delta$, so the inversion splitting is $2\delta$. The dipole along $\mathbf n$ changes sign under inversion. Its mean value vanishes in each of the two states, and it connects them with a matrix element $\mu$. For fixed $J,K,M$ the Hamiltonian, apart from a common rotational energy, is

$$H=\begin{pmatrix}-\delta&-\mu F\langle\cos\theta\rangle\\-\mu F\langle\cos\theta\rangle&\delta\end{pmatrix}.\tag{10}$$

Its trace is zero and its determinant is $-(\delta^2+\mu^2F^2\langle\cos\theta\rangle^2)$. The upper eigenvalue is therefore

$$W=\sqrt{\delta^2+\mu_{\rm eff}^2F^2},\qquad \mu_{\rm eff}=\mu\frac{|KM|}{J(J+1)}.\tag{11}$$

This is the low-field-seeking state; the lower eigenvalue is $-W$, and its molecules are driven away from the axis. States with $KM=0$ have no Stark energy in this model. Hyperfine structure is neglected. In ND3 the nitrogen nuclear quadrupole coupling spreads the $J=K=1$ level over about $6\times10^{-9}$ eV. Close to the axis, where the Stark shift is smaller than this, only the projection of the total angular momentum including nuclear spin is conserved, not $M$ itself.

Equation (11) contains both cases of the previous sections:

$$W\simeq\mu_{\rm eff}F\quad(\mu_{\rm eff}F\gg\delta),\qquad W\simeq\delta+\frac{\mu_{\rm eff}^2F^2}{2\delta}\quad(\mu_{\rm eff}F\ll\delta).\tag{12}$$

In weak field the state is quadratic, with $a=\mu_{\rm eff}^2/\delta$. Since the field vanishes on the axis of either guide, every ray from the source passes through the weak-field region.

**Mixing with higher $J$.** The field also couples $J=1$ to $J=2$. In the state of (9), $\langle x^2\rangle=(2/3+2/5)/(8/3)=2/5$. Subtracting $\langle x\rangle^2=1/4$ leaves $3/20$, the squared matrix element of $\cos\theta$ to $J=2$; a vector operator reaches no higher $J$, and $J=0$ is excluded by $K=1$. The rotational gap is $6B-2B=4B$, with $B$ the rotational constant. For $\delta\ll B$ and $\mu F\ll B$, second-order perturbation theory gives

$$\Delta W=-\frac{3}{20}\,\frac{\mu^2F^2}{4B}=-\frac{3\mu^2F^2}{80B}.\tag{13}$$

## Does the molecule stay in its state?

Equation (2) shows that the phase of the field is fixed along a ray from the axis. On the opposite side the field is multiplied by $(-1)^{n-1}$: it keeps its direction in the hexapole and reverses in the quadrupole. For a ray in a plane containing the axis, the field thus stays along one line, and $M$ along that line is conserved. The reversal is harmless, since (11) is even in $F$. Rays from an extended source can pass beside the axis. They see the field direction turn where different $M$ are nearly degenerate, and this analysis does not cover possible changes of $M$ there.

The molecule must also remain in the upper state of (10). Put $X=\mu_{\rm eff}F$ and $\tan\alpha=X/\delta$. The eigenvectors of (10) rotate by $\alpha/2$, so the coupling between them is $\tfrac12|\dot\alpha|=\delta|\dot X|/(2W^2)$. Dividing by the energy gap $2W$ gives the size of the admixed amplitude,

$$\frac{\delta|\dot X|}{4W^3}\le\frac{|\dot X|}{(2\delta)^2}.\tag{14}$$

Along a ray up to its first return to the axis, the field strength rises and falls once, smoothly. For such a slow single sweep the molecule follows adiabatically when the right side is small. This is not enough for a field that oscillates at the gap frequency, where small admixtures can add up over many periods. In ordinary units the right side carries a factor $\hbar$.

## The hexapole with inversion splitting

With $F=3Vr^2/r_0^3$ the energy (11) becomes

$$W=\sqrt{\delta^2+c^2r^4},\qquad c=\frac{3\mu_{\rm eff}V}{r_0^3}.\tag{15}$$

Near the axis $W-\delta\simeq c^2r^4/(2\delta)$. The bottom of the potential is quartic, with no harmonic restoring force at all.

Let $E_t=Es^2$ be the transverse kinetic energy at the entrance. Multiplying (5) by $r'$ and integrating gives

$$E\,r'^2+W(r)=E_t+\delta.\tag{16}$$

At the turning radius $A$, $r'=0$ and $W_A\equiv W(A)=E_t+\delta$. Squaring and using (15),

$$cA^2=\sqrt{(E_t+\delta)^2-\delta^2}=\sqrt{E_t(E_t+2\delta)}.\tag{17}$$

From (16), $dz=\sqrt E\,dr/\sqrt{W_A-W}$ on the way out. We rewrite the difference as

$$W_A-W=\frac{W_A^2-W^2}{W_A+W}=\frac{c^2(A^4-r^4)}{W_A+W}\tag{18}$$

and substitute $r=A\sin\chi$, for which $A^4-r^4=A^4\cos^2\chi\,(1+\sin^2\chi)$. The factor $\cos\chi$ cancels against $dr=A\cos\chi\,d\chi$. Define $b=\delta/(cA^2)$, so that $W_A=cA^2\sqrt{1+b^2}$ and $W=cA^2\sqrt{b^2+\sin^4\chi}$. The way out and the way back take equal lengths, and the ray crosses the axis at

$$z_c=\pi\sqrt{\frac Ec}\;G(b),\tag{19}$$

$$G(b)=\frac2\pi\int_0^{\pi/2}\!\sqrt{\frac{\sqrt{1+b^2}+\sqrt{b^2+\sin^4\chi}}{1+\sin^2\chi}}\;d\chi.\tag{20}$$

For $b=0$ the integrand is 1 and (6) is recovered. Setting $z_c=L$ gives $c=\pi^2EG^2/L^2$, and with (15)

$$V=V_{\rm hex}\,G(b)^2,\qquad b=\frac{\delta}{\sqrt{E_t(E_t+2\delta)}}.\tag{21}$$

By (17), $b$ depends on the slope but not on the voltage, so (21) is explicit. The integrand in (20) grows with $b$, and $b$ falls with $s$. The splitting therefore raises the focusing voltage, most strongly for the smallest slopes.

**Large transverse energy.** For $\delta\ll E_t$ the correction arises near the axis. Let $\varepsilon=W_A$ and

$$S(\varepsilon)=\int_{-A}^{A}\sqrt{\varepsilon-W}\,dr,\qquad z_c=2\sqrt E\,\frac{dS}{d\varepsilon}.\tag{22}$$

The second relation follows by differentiation; the end points contribute nothing because the integrand vanishes there. Write $W=cr^2+g$. The difference $g=\sqrt{\delta^2+c^2r^4}-cr^2$ is concentrated at $r\sim\sqrt{\delta/c}\ll A$, where $\sqrt{\varepsilon-cr^2}\simeq\sqrt\varepsilon$. With $r=x\sqrt{\delta/c}$, to leading order

$$S\simeq\frac{\pi\varepsilon}{2\sqrt c}-\frac{1}{2\sqrt\varepsilon}\int_{-\infty}^{\infty}\!g\,dr
=\frac{\pi\varepsilon}{2\sqrt c}-\frac{I\,\delta^{3/2}}{2\sqrt{c\,\varepsilon}},\tag{23}$$

where $I=2\int_0^\infty h\,dx$ and $h=\sqrt{1+x^4}-x^2$. Differentiating (23) and comparing (22) with (19),

$$G\simeq1+\frac{I}{2\pi}\left(\frac{\delta}{E_t+\delta}\right)^{3/2},\quad \frac{V}{V_{\rm hex}}\simeq1+\frac I\pi\left(\frac{\delta}{E_t+\delta}\right)^{3/2}.\tag{24}$$

To find $I$, integrate by parts. The boundary term $xh$ vanishes at both ends, and $xh'=2h-2/\sqrt{1+x^4}$, so $\int h=-2\int h+2\int dx/\sqrt{1+x^4}$. Solving for $\int h$ and setting $t=x^4$,

$$I=\frac43\int_0^\infty\!\frac{dx}{\sqrt{1+x^4}}=\frac13\int_0^\infty\!\frac{t^{-3/4}dt}{\sqrt{1+t}}=\frac{\Gamma(1/4)^2}{3\sqrt\pi}\simeq2.472.\tag{25}$$

The last integral is the beta function $\Gamma(1/4)^2/\Gamma(1/2)$. The power $3/2$ arises because the change in $S$ scales as the size $\delta$ of the energy change near the axis times the width $\sqrt{\delta/c}$ of the altered region.

**Small transverse energy.** For $E_t\ll\delta$, $b\simeq\sqrt{\delta/(2E)}/s\gg1$, and the numerator under the root in (20) tends to $2b$. Hence

$$\frac{V}{V_{\rm hex}}\simeq\frac{8b}{\pi^2}\left[\int_0^{\pi/2}\!\frac{d\chi}{\sqrt{1+\sin^2\chi}}\right]^2\simeq1.393\,b.\tag{26}$$

The voltage grows as $1/s$. No finite voltage images the limit of vanishing slope at the exit.

## The quadrupole for the same molecule

In the quadrupole $W=\sqrt{\delta^2+q^2r^2}$ with $q=2\mu_{\rm eff}V/r_0^2$, which is harmonic near the axis. Equation (16) still holds, and (17) holds with $cA^2$ replaced by $qA$. Now $W_A-W=q^2(A^2-r^2)/(W_A+W)$, and $r=A\sin\chi$ gives

$$z_c=\frac{2\sqrt E}{q}\int_0^{\pi/2}\!\sqrt{W_A+W}\,d\chi=\frac{\pi\sqrt{2E\delta}}{q}\,H,\tag{27}$$

$$H=\frac2\pi\int_0^{\pi/2}\!\sqrt{\frac{\sqrt{1+u^2}+\sqrt{1+u^2\sin^2\chi}}2}\;d\chi,\tag{28}$$

with $u=qA/\delta$ and $\sqrt{1+u^2}=1+E_t/\delta$. Setting $z_c=L$ and solving for $V$,

$$V=V_{\rm quad}H,\qquad V_{\rm quad}=\frac{\pi r_0^2}{\mu_{\rm eff}L}\sqrt{\frac{E\delta}{2}},\tag{29}$$

which is (7) with $a=\mu_{\rm eff}^2/\delta$.

For small $u$ the root in (28) is $1+u^2(1+\sin^2\chi)/8$. The mean of $\sin^2\chi$ is $1/2$ and $u^2\simeq2E_t/\delta$, so

$$H\simeq1+\frac{3u^2}{16}\simeq1+\frac{3E_t}{8\delta}.\tag{30}$$

For large $u$, $H\simeq(2/\pi)\sqrt{u/2}\int_0^{\pi/2}\sqrt{1+\sin\chi}\,d\chi$. The integral equals 2, so $H\simeq0.900\sqrt u$, and the voltage grows in proportion to $s$. Within the two-level model (10), the quadrupole has a sharp focus for small slopes, where the hexapole has none. For real ND3 this holds only while $E_t$ stays well above the hyperfine splitting. With the beam and guide of the next section, the focusing voltages of the low-field-seeking hyperfine levels differ by up to 0.6 % at $s=0.002$ and by up to about 19 % at $s=0.0005$.

## Numbers for ND3

Take $J=|K|=|M|=1$. The molecular inputs are rough sizes: $\mu=0.31$ e angstrom, $2\delta=6.6\times10^{-6}$ eV, $B=6.4\times10^{-4}$ eV and a mass of 20 u. Hence $\mu_{\rm eff}=0.155$ e angstrom. Round values are chosen for the beam and guide: $E=0.010$ eV, $r_0=3.0\times10^7$ angstrom, $L=2.0\times10^9$ angstrom. Equations (7) and (29) give

$$V_{\rm hex}=\frac{\pi^2(0.010)(3.0\times10^7)^3}{3(0.155)(2.0\times10^9)^2}\simeq1430\ {\rm V},\tag{31}$$

$$V_{\rm quad}=\frac{\pi(3.0\times10^7)^2}{0.155(2.0\times10^9)}\sqrt{\frac{0.010(3.3\times10^{-6})}2}\simeq1170\ {\rm V},\tag{32}$$

or 52.7 and 43.1 atomic units.

For $s=0.04$, $E_t=0.010(0.04)^2=1.6\times10^{-5}$ eV and $cA^2=\sqrt{1.6\times2.26}\times10^{-5}=1.90\times10^{-5}$ eV. Thus $b=0.174$, $G=1.028$ and $G^2=1.057$: the splitting raises the voltage by 5.7 %. The leading-order law (24) gives 5.6 %. The voltages that focus individual slopes are:

| $s$ | $b$ | Hexapole (V) | Quadrupole (V) |
|---|---|---|---|
| 0.005 | 2.52 | 5290 | 1200 |
| 0.01 | 1.20 | 2880 | 1300 |
| 0.02 | 0.507 | 1850 | 1630 |
| 0.04 | 0.174 | 1510 | 2570 |

Numerically integrated rays, with $W$ from diagonalization of (10), reproduce these voltages before rounding to one part in $10^5$. At $s=0.005$ the hexapole needs 3.69 times $V_{\rm hex}$; the limit (26) gives $1.393\times2.52=3.51$. All turning radii are below $r_0$, the largest being $2.7\times10^7$ angstrom. The neglected nitrogen hyperfine coupling lowers the hexapole voltage at $s=0.005$ by up to 0.25 %, depending on the hyperfine level, and changes the voltages at $s=0.04$ by about 0.01 % at most.

One hexapole voltage cannot serve all slopes. At the setting for $s=0.04$, a ray with $s=0.02$ would cross the axis, by (19), at $L\times1.135/1.028=2.21\times10^9$ angstrom if the guide were continued. This is about 10 % of $L$ beyond the exit.

The neglected mixing with $J=2$ is largest for the steepest ray. At its turning point $F=1.23\times10^{-4}$ V/angstrom, and (13) gives $-8.5\times10^{-8}$ eV. Since $F^2\propto r^4$, this shift has the form $-\gamma r^4$ and adds $+4\gamma r^3$ to the force. For nearly harmonic motion $\sin^3\kappa z$ may be replaced by its fundamental part $\tfrac34\sin\kappa z$. The force constant $2c$ is then reduced by $3\gamma A^2$, a relative change of $\tfrac32\gamma A^4/(cA^2)=1.5(8.5\times10^{-8})/(1.90\times10^{-5})=0.67$ %. The voltage must rise by this fraction. Rays computed with levels up to $J=6$ also give 0.67 %, well below the effect of the splitting.

For adiabatic following, $X=cr^2$ gives $|\dot X|\le2cAvs$. The right side of (14) is then at most $2.6\times10^{-6}$ for the steepest hexapole ray, so leaving the upper state is negligible in this model. In a test of the criterion on (10), $X/\delta$ was raised from 0 to 5 and lowered again. When the right side of (14) was at most 0.065, the population of the lower state did not exceed about $10^{-3}$; when its largest value was 7.9, the population reached 0.87. The remaining values are in the numerical output.

## Computed results

```
ND3 dipole (rough input): 0.31 e angstrom
ND3 inversion splitting 2 delta (rough input): 6.6e-06 eV
ND3 rotational constant B (rough input): 6.4e-04 eV
ND3 mass (rough input): 20 u
longitudinal kinetic energy E: 0.010 eV
guide radius r0: 3.0e+07 angstrom; length L: 2.0e+09 angstrom
mean cosine for J=K=M=1: 0.5000; mu_eff: 0.1550 e angstrom
half splitting delta: 3.30e-06 eV
hexapole voltage without splitting: 1432.7 V = 52.650 a.u.
quadrupole voltage, small slope: 1171.6 V = 43.055 a.u.
slope 0.005: transverse energy 2.500e-07 eV, b 2.5217, G 1.92121
  hexapole: 5288.1 V, ratio to no splitting 3.6910
  hexapole turning radius: 3.791e+06 angstrom
  hexapole with J up to 6: 5292.7 V, change 0.087 %
  quadrupole: 1204.5 V, H 1.0281, turning 3.154e+06 angstrom
slope 0.010: transverse energy 1.000e-06 eV, b 1.1970, G 1.41662
  hexapole: 2875.1 V, ratio to no splitting 2.0068
  hexapole turning radius: 7.462e+06 angstrom
  hexapole with J up to 6: 2878.5 V, change 0.116 %
  quadrupole: 1298.9 V, H 1.1087, turning 6.162e+06 angstrom
slope 0.020: transverse energy 4.000e-06 eV, b 0.5068, G 1.13497
  hexapole: 1845.5 V, ratio to no splitting 1.2881
  hexapole turning radius: 1.431e+07 angstrom
  hexapole with J up to 6: 1849.7 V, change 0.230 %
  quadrupole: 1628.5 V, H 1.3900, turning 1.161e+07 angstrom
slope 0.040: transverse energy 1.600e-05 eV, b 0.1735, G 1.02826
  hexapole: 1514.8 V, ratio to no splitting 1.0573
  hexapole turning radius: 2.700e+07 angstrom
  hexapole with J up to 6: 1525.0 V, change 0.672 %
  quadrupole: 2573.0 V, H 2.1962, turning 2.146e+07 angstrom
integral I: 2.47210; I/pi: 0.78689
3/2-power estimate of voltage ratio, slope 0.04: 1.0556
paraxial limit of G^2/b: 1.3932
field at turning radius, slope 0.04: 1.227e-04 V/angstrom
doublet energy there: 1.9300e-05 eV
shift by higher J there: -8.520e-08 eV; second order: -8.475e-08 eV
hexapole set to 1514.8 V: slope 0.02 crosses at 2.2075e+09 angstrom
  distance beyond the exit: 2.075e+08 angstrom
beam speed: 3.106e+12 angstrom/s
adiabatic ratio, upper bound in hexapole: 2.64e-06
slow test sweep: ratio 0.0654, largest lower-state population 1.05e-03
fast test sweep: ratio 7.85, largest lower-state population 0.869
```
